Fitting ion-enhanced etch yields when the beam data leave parameters undetermined

**A symmetry of the steady state**

A steady surface coverage is set by a balance of rates. If every rate that creates or destroys coverage is multiplied by the same number, the balance is unchanged. The steady coverage can therefore reveal ratios of these rates, but not their common scale. This restricts how the rate parameters can enter the yield law before any fit is made.

Take monoenergetic ions of energy E at normal incidence, together with thermal neutral radicals, and let R be the neutral-to-ion flux ratio. A fraction θ of the surface sites carries radicals. A radical striking a bare site sticks with probability s, and each substrate atom removed takes c radicals with it. Ions remove substrate atoms only from covered sites, with yield Y_s(E) per ion at full coverage. Spontaneous etching and sputtering of bare sites are neglected. With f the number of ions received per site,

dθ/df = sR(1 − θ) − cY_s θ.

Replacing (s, c) by (λs, λc) multiplies the right side by λ and leaves its zero in place. The steady θ, and with it the yield Y = Y_s θ, can depend on s and c only through

g = s/c.

Setting the right side to zero and dividing by c gives gR(1 − θ) = Y_s θ, hence

θ = gR/(gR + Y_s),
Y = Y_s gR/(gR + Y_s),
1/Y = 1/Y_s + 1/(gR).

The smaller of Y_s and gR limits the yield. For gR ≫ Y_s the ions limit it and Y → Y_s; for gR ≪ Y_s the radical supply limits it and Y → gR.

For the energy dependence a square-root law is adopted,

Y_s = A(√E − √E_th), E > E_th,

with slope A and threshold E_th. There are four physical parameters, A, E_th, s and c, but at most three can be found from steady yields. Three can be found from noise-free data if two flux ratios are used at one energy and a second energy is added. At fixed E,

1/Y(R₁) − 1/Y(R₂) = (1/g)(1/R₁ − 1/R₂),

which gives g. The reciprocal law then gives Y_s at both energies, and two points fix the straight line of Y_s against √E.

**The data and the naive fit**

The example uses synthetic data made with round parameters: A = 0.2 atom/ion/eV^½, E_th = 16 eV, s = 0.3 and c = 3, so g = 0.1. Sixteen yields combine the energies 49, 100, 225 and 400 eV with R = 3, 10, 30 and 100. Each carries an independent Gaussian error of known standard deviation σ = 0.03 atom/ion. At 100 eV and R = 10, for instance,

Y_s = 0.2 × (10 − 4) = 1.2 atom/ion,
θ = 1/(1 + 1.2) = 0.4545,
Y = 1.2 × 0.4545 = 0.5455 atom/ion.

The synthetic measurement there is 0.5093 atom/ion, about 1.2σ lower.

The naive scheme fits all four parameters by minimizing

Φ = ½|r|² = ½χ², r_i = (Y_i,model − Y_i,data)/σ.

Logarithms x = (ln A, ln E_th, ln s, ln c) are used because they keep the parameters positive and turn the scaling symmetry into a shift in a fixed direction. Let J be the matrix of derivatives ∂r_i/∂x_j. Linearizing r and minimizing gives the Gauss–Newton step p from

JᵀJ p = −Jᵀr.

To see what happens, differentiate the reciprocal law at fixed R:

dY/Y² = dY_s/Y_s² + dg/(g²R).

Multiply by Y. Since Y/Y_s = θ and Y/(gR) = Y_s/(gR + Y_s) = 1 − θ,

d ln Y = θ d ln Y_s + (1 − θ) d ln g.

For the surface yield, d√E_th = ½√E_th d ln E_th, so

d ln Y_s = d ln A − q d ln E_th,
q = √E_th/[2(√E − √E_th)].

With d ln g = d ln s − d ln c, a row of J is

(Y/σ) (θ, −θq, 1 − θ, −(1 − θ)).

The last two entries cancel when added, for every E and R. Therefore

J n = 0, n = (0, 0, 1, 1)/√2.

JᵀJ is singular and the Gauss–Newton step is not unique. More beam points of the same kind cannot help, because each new row has the same property.

**Why damping alone hides the problem**

One repair adds a damping term μ > 0:

(JᵀJ + μI)p = −Jᵀr.

This has a unique solution, and the iteration converges to definite-looking numbers. Take the scalar product with n. Because Jn = 0, the terms nᵀJᵀJp and nᵀJᵀr vanish, leaving

μ n·p = 0.

Every step is orthogonal to n, so ln s + ln c never changes as long as no bound interferes. If the start has the product P = sc, the fit must end at

s = √(Pg), c = √(P/g).

The start s = 0.2, c = 1.2 has P = 0.24. With the fitted g = 0.09926 this gives s = 0.154 and c = 1.555, which is where the damped fit stops. The start s = 0.3, c = 3 ends at s = 0.299, c = 3.011. Its closeness to the generating values comes from the start, not from the data. Both fits have χ² = 15.32.

The remedy is to fit (ln A, ln E_th, ln g) and to treat s and c afterwards. The imposed ranges are 0.01 to 1 for s and 1 to 4 for c, so g may run from 0.01/4 = 0.0025 to 1. Every g in this interval is reached by some allowed pair. After the fit, the allowed pairs form the segment

s = gc, max(1, 0.01/g) ≤ c ≤ min(4, 1/g).

Here c runs from 1 to 4 and s from 0.099 to 0.397. These ends come from the imposed ranges and the best g; they are not standard errors. If c is known independently, for example because a single etch product of known composition carries away all the removed radicals, s = gc follows at once.

**Why bounds cannot be imposed by clipping**

The remaining parameters have bounds too: A from 0.01 to 2 atom/ion/eV^½ and E_th from 1 to 45 eV, the latter below the lowest beam energy. A simple idea is to compute an unconstrained step and clip it to the box. This can fail even when started at the correct answer.

At a constrained minimum with one active bound b, the gradient Jᵀr vanishes in the free components but in general has a value γ_b ≠ 0 in the blocked one. With H = JᵀJ + μI, the unconstrained step has free components

p_free = −(H⁻¹)_free,b γ_b.

These are nonzero when the parameters are correlated. Clipping stops the blocked component but lets the free ones move away from the solution, since they were computed as if the blocked one could move.

The bounds must therefore be part of the step calculation. For lower and upper bounds l and u, solve

minimize m(p) = ½|r + Jp|² + ½μ|p|², subject to l ≤ x + p ≤ u.

The second-derivative matrix of m is H, whose eigenvalues are at least μ, so the solution is unique. At p = 0 the gradient of m is Jᵀr, which is also the gradient of Φ. Because the subproblem is convex, p = 0 solves it if and only if Jᵀr vanishes in the free components, is nonnegative at active lower bounds and nonpositive at active upper bounds. These are the first-order conditions of the original problem.

A nonzero step also points downhill. Write γ = Jᵀr. Since p = 0 is allowed, m(p) ≤ m(0), so

γ·p + ½|Jp|² + ½μ|p|² ≤ 0.

Dropping the nonnegative middle term gives γ·p ≤ −½μ|p|², and with γ·p ≥ −|γ||p| also |p| ≤ 2|γ|/μ. If the terms beyond first order in Φ are bounded by K|p|² near x, then

Φ(x + p) − Φ(x) ≤ (K − ½μ)|p|²,

which is negative once μ > 2K. Raising μ after a failed step must eventually produce an acceptable one. The scheme is:

1. Start inside the box with μ = 1.
2. Solve the bounded subproblem for p.
3. If Φ does not rise, apart from rounding, accept the step and divide μ by 10, with a floor of 10⁻⁶. Otherwise keep x and multiply μ by 10.
4. Stop when clipping x − Jᵀr to the box changes no component of x by more than 10⁻⁷.

A short step is not used as the stopping signal, because |p| ≤ 2|γ|/μ makes steps short far from a minimum when μ is large. The first-order conditions do not exclude a second, lower minimum. For these data a global search found the same minimum.

**Reading the fit**

From A = 0.25 atom/ion/eV^½, E_th = 12 eV and g = 0.15, seven iterations give

A = 0.206 atom/ion/eV^½, E_th = 17.5 eV, g = 0.099.

With 16 − 3 = 13 degrees of freedom, χ² = 15.3 is unremarkable: in the linear Gaussian limit its mean is 13 and its standard deviation √26 = 5.1.

A bound that becomes active carries information. Suppose the upper limit b on E_th is lowered below the best fit. The minimum Φ*(b) changes directly through ln E_th = ln b and indirectly through the refitted A and g. The indirect terms vanish because the gradient is zero in the free components. Hence

dΦ*/d ln b = (Jᵀr)_ln E_th.

With b = 0.8 × 17.544 = 14.035 eV, χ² rises to 23.6 and this gradient is −33.25. The slope found by moving the bound and refitting agrees. Since χ² = 2Φ, relaxing the bound by 1% would, to first order, lower χ² by about 2 × 33.25 × 0.01 = 0.67. This shows how strongly the data press against the limit.

**Fisher eigenvectors**

For known σ the negative log-likelihood is ½|r|² plus a constant. Its second-derivative matrix is

JᵀJ + Σ_i r_i ∇²r_i.

At the true parameters each r_i has zero mean, so the expected matrix, the Fisher matrix, is

F = JᵀJ.

If Fv = κv with |v| = 1, a shift of the parameters by εv changes the model yields so that

Σ_i (ΔY_i/σ)² ≈ ε²κ.

A large κ marks a combination the data hold firmly; a small κ marks one that can slide. The eigenvalues are computed as squared singular values of J. Forming JᵀJ first could bury very small ones under rounding errors of the largest.

At the fit, the four-parameter matrix has the eigenvalues 13 380, 1915, 190.8 and zero to rounding. The last belongs to n. The weakest determined direction is

v = (0.261, 0.962, −0.055, 0.055),

mostly a change of threshold accompanied by a change of slope in the same sense. A higher threshold lowers Y_s and a larger slope raises it again. The direction ln E_th is orthogonal to n, so its variance is the sum of squared components divided by the nonzero eigenvalues:

0.9621²/190.8 + 0.2052²/1915 + 0.1797²/13 380 = 0.00488.

The root is 0.070, a relative error of about 7% in E_th, almost all of it from the first term. The standard errors of ln A and ln g are 0.023 and 0.029, and ln A and ln E_th have correlation 0.77. The fitted threshold lies ln(17.544/16) = 0.092 above the generating one, or 1.3 standard errors. The slope is high by 1.2 standard errors, in the sense expected from the correlation.

These errors rest on a local linearization. In 400 repeated synthetic experiments the fitted logarithms scattered by 0.0235, 0.0755 and 0.0281. The Fisher values at the generating parameters are 0.0236, 0.0769 and 0.0292. The differences are comparable with the sampling uncertainty of a standard deviation, about 1/√800 = 3.5%.

Not everything in an eigenvector list is independent of convention. For S = diag(A, E_th, g), the Fisher matrix in the raw parameters is S⁻¹FS⁻¹. A null vector w of F becomes Sw, so a null direction survives the change. Nonzero eigenvalues do not: the ratio of largest to smallest in the three-parameter matrix is 61 in logarithms and 6.4 × 10⁵ in raw parameters with E_th in eV. A statement that a model is ill-conditioned therefore needs its parameter scale.

**Degeneracies that the experiment can remove**

The null vector n belongs to steady yields of this model. Other weak directions belong to the choice of beam points.

Suppose a single energy is used. The data then see A and E_th only through Y_s at that energy, which is unchanged to first order when d ln A = q d ln E_th. In (ln A, ln E_th, ln g) the null vector is proportional to (q, 1, 0). At 225 eV and the generating parameters q = 4/(2 × 11) = 0.182, so the normalized vector is (0.179, 0.984, 0).

Now use two energies E₀(1 ± h), each at the same set of two or more flux ratios. With q₀ = q(E₀), a row of J applied to (q₀, 1, 0) gives

(Yθ/σ)(q₀ − q) ≈ ∓(Yθ/σ) q′(E₀) E₀ h.

The squared length is of order h². At each flux ratio this response is, to leading order, equal and opposite at the two energies, while the response to ln A is the same at both, and so is that to ln g. Adjusting those parameters cannot cancel it, so the smallest eigenvalue is proportional to h² at small h. Going from h = 1% to 2% raises it by a factor 4.001.

The geometry is plain in the ion-limited regime, where Y ≈ A√E − A√E_th is a straight line in √E. The threshold is found by extrapolating to zero yield, and a short range of √E gives a poor extrapolation. Sixteen points at 200, 220, 240 and 260 eV, with the same flux ratios and σ, have a smallest eigenvalue of 1.7, against 158 for the wide design. The standard error of ln E_th grows from 0.077 to 0.75. That of ln g is slightly smaller, 0.026 against 0.029, so the narrow design is poor for the threshold, not for everything.

The flux ratio has two bad limits. For gR ≫ Y_s, 1 − θ ≈ Y_s/(gR), and the derivative of Y with respect to ln g is about Y_s²/(gR). Doubling every R halves this column of J and leaves the other two nearly unchanged. With the four energies used here the column is not a combination of the others, so the standard error of ln g doubles; on going from 1000 to 2000 times the flux ratios of the data, deep in saturation, the calculated factor is 1.99. For gR ≪ Y_s, θ → 0 and the responses to A and E_th, both proportional to Yθ, disappear relative to the response to g. A useful design therefore does not place all its points in one of these limits, and it covers a wide range of √E.

**When the ellipse is the wrong shape**

The Fisher matrix describes a neighbourhood of the minimum. A weak direction invites its use far outside that neighbourhood. The safeguard is a profile: fix E_th, refit A and g, and record the rise of χ².

For the wide data the rise equals 1 at 16.3 and 18.8 eV. The local estimate 17.544 × exp(±0.0698) gives nearly the same limits, 16.4 and 18.8 eV.

For noise-free data of the narrow design, consider E_th = 1 eV, the lower bound. The quadratic prediction in ln E_th is

(ln 16/0.7506)² = 13.6,

which would seem to exclude such a threshold. The profile rises by only 2.5. Much of the gap comes from the logarithm. The model contains √E_th, which moves by just 3 eV^½, from 4 to 1, and its standard error is ½ × 4 × 0.7506 = 1.50 eV^½. The quadratic prediction in √E_th is then (3/1.50)² = 4.0. The rest comes almost entirely from the refitted slope. Write Y_s = A√E − B with B = A√E_th. With √E_th in eV^½, a threshold of 1 eV requires B − A = 0, while the generating values give B − A = 3A. A small change of parameters gives

δ(B − A) = A(3 δ ln A + 2 δ ln E_th).

The standard errors of ln A and ln E_th, 0.1356 and 0.7506, come almost wholly from the one weak direction, in which both change in the same sense, so they add: the error of B − A is about (3 × 0.1356 + 2 × 0.7506)A = 1.91A. The prediction becomes (3/1.91)² = 2.5, as in the profile. A quadratic prediction thus depends on the parameters chosen for it; the profile does not. Since 2.5 is below 3.84, the 95% level for one parameter in the Gaussian limit, a profile interval at that level reaches the bound. Its lower end is then set by the imposed range, not by the data.

**Separating sticking from stoichiometry**

The symmetry also shows what new measurement is needed: one that sees the common scale of the rates. For a surface initially bare, the coverage equation gives

θ(f) = θ_steady[1 − exp(−kf)], k = sR + cY_s.

Under (s, c) → (λs, λc) the steady coverage stays fixed but k becomes λk. The yield transient Y_s θ(f) reveals k. At 100 eV and R = 10, k = 0.3 × 10 + 3 × 1.2 = 6.6 per ion per site, so the transient lasts about 1/6.6 = 0.15 ion per site. Converting a measured ion fluence to f requires the site density, whose relative error enters k directly. This reading of k assumes a single layer of sites. If ions mix radicals into a deeper layer, the transient also depends on how that layer fills, and a model of it is needed before s and c can be separated.

Let ln k be measured with standard error δ, independently of the steady yields. From k = c(gR + Y_s),

ln c = ln k − ln(gR + Y_s).

The one new datum fixes the one missing combination and leaves the estimates of A, E_th and g unchanged, provided the resulting s and c lie inside their imposed ranges. With C₃ their covariance in logarithms and h now the gradient of ln(gR + Y_s),

Var(ln c) = δ² + hᵀC₃h,
h = (1 − θ, −(1 − θ)q, θ).

For δ = 0.1 the standard errors are 0.101 for ln c and 0.102 for ln s. Nearly all of this is the transient error itself, so improving the steady data further would hardly help.

The argument outlives some of the neglected processes. Sputtering of bare sites adds Y₀(1 − θ) to the yield but leaves the coverage balance alone, so s and c remain inseparable. Desorption of radicals at an unknown rate d per ion per site adds −dθ to the balance; scaling s, c and d together then leaves every steady yield unchanged. A thermal desorption rate gives a constant d only at fixed ion flux. If d is known and nonzero, and the data hold two or more energies, each at two or more flux ratios, the scale is no longer free and the exact null direction is lost; at a single energy s and c stay inseparable. A weak direction remains when d is small compared with cY_s, and also when it is large, because c then drops out of the balance. The numerical output below gives the full data and eigenvectors.

Values computed for the example and the checks

```
True A 0.2 atom/ion/eV^0.5, Eth 16.0 eV, s 0.3, c 3.0
Yield error sigma: 0.03 atom/ion; points: 16
Bounds A 0.01-2, Eth 1-45 eV, s 0.01-1, c 1-4
Synthetic yields (atom/ion), energies (eV): [49, 100, 225, 400]
  R=3: 0.1998 0.2714 0.2862 0.2960
  R=10: 0.4236 0.5093 0.6687 0.7223
  R=30: 0.4968 0.8871 1.2686 1.5633
  R=100: 0.5087 1.0758 1.7761 2.4775
Example at 100 eV, R=10, true parameters:
  Ys 1.2000 atom/ion, coverage 0.4545
  Y 0.5455 atom/ion, q 0.3333
  relaxation rate 6.6000 per (ion/site)
Start A 0.25 atom/ion/eV^0.5, Eth 12 eV, g 0.15
Fit A: 0.20586 atom/ion/eV^0.5
Fit Eth: 17.544 eV
Fit g=s/c: 0.09926 (dimensionless)
Chi-square 15.3216, dof 13, iterations 7
Std errors of ln A, ln Eth, ln g: 0.0233 0.0698 0.0290
Correlation ln A, ln Eth: 0.7709
Profile interval Eth: 16.324 to 18.762 eV
Feasible segment: c 1 to 4.000, s 0.0993 to 0.3970
Start s=0.2, c=1.2: end s=0.1543, c=1.5550, chi2=15.3216
Start s=0.3, c=2.0: end s=0.2440, c=2.4586, chi2=15.3216
Start s=0.3, c=3.0: end s=0.2989, c=3.0112, chi2=15.3216
Fisher eigenpairs in ln A, ln Eth, ln s, ln c:
  1.338e+04: 0.8230 -0.1797 0.3810 -0.3810
  1915: 0.5043 -0.2052 -0.5931 0.5931
  190.8: 0.2613 0.9621 -0.0553 0.0553
  1.32e-30: 0.0000 -0.0000 0.7071 0.7071
Condition number, log parameters: 61
Condition number, raw A, Eth(eV), g: 6.361e+05
Eth capped at 14.035 eV: chi2 23.6054
  gradient -33.2541, slope of minimum -33.2541
Repeated fits (400), log std errors: 0.0235 0.0755 0.0281
Fisher at true values, log std errors: 0.0236 0.0769 0.0292
Single energy 225 eV, null vector: 0.1789 0.9839 0.0000
Weakest eigenvalue, spread 2%/1%: 4.0010
Error of ln g, flux ratio doubled: x1.9855
At true values, 3 parameters (ln A, ln Eth, ln g):
  wide eigenvalues: 11460.371 1094.244 158.031
  wide weakest vector: 0.2440 0.9642 -0.1041
  narrow energies (eV): [200, 220, 240, 260]
  narrow eigenvalues: 14650.432 1290.987 1.719
  narrow weakest vector: 0.1771 0.9842 -0.0015
  narrow log std errors: 0.1356 0.7506 0.0261
Narrow noise-free data, chi2 rise at Eth = 1 eV:
  profile 2.4780, quadratic 13.6434
Transient rate error 0.1: std error ln c 0.1006, ln s 0.1024
```
